# Small-Angle Scattering from a Screened Coulomb Potential in the Momentum Approximation

A projectile of mass $M_1$ and laboratory energy $E$ meets a target atom of mass $M_2$, initially at rest. They repel each other through the exponentially screened Coulomb potential

$$V(r)=\frac{C}{r}e^{-r/a},\qquad C=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0}>0,$$

where $r$ is their separation, $a$ the screening length and $Z_1,Z_2$ the nuclear charge numbers. The motion is classical, nonrelativistic and elastic, and no third body takes part. The initial relative speed is $v$, and the impact parameter $b$ is the distance at which the particles would pass if they did not interact. With the reduced mass $\mu=M_1M_2/(M_1+M_2)$ and $E=M_1v^2/2$, the energy in the center-of-mass frame is

$$E_c=\frac{\mu v^2}{2}=\frac{\mu}{M_1}E=\frac{M_2}{M_1+M_2}E .$$

The center-of-mass deflection $\theta$ is the angle through which the relative velocity turns, counted positive for repulsion. Two dimensionless numbers fix it: $x=b/a$ and the reduced energy $\varepsilon=E_ca/C$.

The relative coordinate moves like one particle of mass $\mu$ in the potential $V$. If the deflection is small, the force may be evaluated, to first order in $C/E_c$, along the undisturbed straight path at constant speed. This is the momentum approximation. Let $z=vt$ be the distance along the path from the point of closest approach, so that $r=\sqrt{b^2+z^2}$. The force component along the path is $-V'(r)z/r$. It is odd in $z$, and its time integral vanishes. The transverse component is

$$F_\perp=-V'(r)\frac{b}{r}=-\frac{\partial V}{\partial b}\bigg|_z,$$

because $\partial r/\partial b=b/r$ at fixed $z$. With $dt=dz/v$, the transverse impulse is

$$\Delta p=\int_{-\infty}^{\infty}F_\perp\,dt=-\frac1v\frac{d}{db}\int_{-\infty}^{\infty}V\!\left(\sqrt{b^2+z^2}\right)dz .$$

The derivative may be taken outside the integral since, for $b>0$, the integrand is smooth and decays exponentially.

To do the integral, put $z=b\sinh t$, where $t$ is now a dimensionless variable and no longer the time. Then $r=b\cosh t$ and $dz=b\cosh t\,dt=r\,dt$, so the factor $1/r$ cancels:

$$\int_{-\infty}^{\infty}V\,dz=C\int_{-\infty}^{\infty}e^{-x\cosh t}dt=2CK_0(x),\qquad K_0(x)=\int_0^\infty e^{-x\cosh t}dt .$$

Differentiation under the integral sign gives

$$K_0'(x)=-K_1(x),\qquad K_1(x)=\int_0^\infty e^{-x\cosh t}\cosh t\,dt .$$

These integrals are modified Bessel functions, as their differential equations show. From the definition,

$$K_0''+\frac{K_0'}{x}-K_0=\int_0^\infty e^{-x\cosh t}\left(\sinh^2t-\frac{\cosh t}{x}\right)dt
=-\frac1x\Big[\sinh t\,e^{-x\cosh t}\Big]_0^\infty=0 .$$

This is the modified Bessel equation of order zero. Substituting $K_0'=-K_1$ gives $K_0=-K_1'-K_1/x$. One more differentiation yields

$$K_1''+\frac{K_1'}{x}-\left(1+\frac1{x^2}\right)K_1=0,$$

the equation of order one. Both integrals decay at large $x$, which identifies the solutions of type $K$.

Since $d/db=(1/a)\,d/dx$, the impulse is

$$\Delta p=-\frac{2C}{va}K_0'(x)=\frac{2C}{va}K_1\!\left(\frac ba\right).$$

In an elastic collision the relative momentum has magnitude $\mu v$ before and after. Its initial and final vectors form an isosceles triangle, so $\Delta p=2\mu v\sin(\theta/2)\simeq\mu v\theta$. Therefore

$$\boxed{\theta_1=\frac{\Delta p}{\mu v}=\frac{2C}{\mu v^2a}K_1\!\left(\frac ba\right)=\frac{C}{E_ca}K_1\!\left(\frac ba\right)=\frac{K_1(x)}{\varepsilon}}$$

At fixed energy and screening length, the first-order deflection is proportional to $K_1(b/a)$. The order of the Bessel function reflects the two operations: the potential integrated along a line gives $K_0$, and its transverse gradient gives $K_1$.

The close and distant limits follow from the integral for $K_1$. With $s=x\sinh t$,

$$K_1(x)=\frac1x\int_0^\infty e^{-\sqrt{x^2+s^2}}ds\;\longrightarrow\;\frac1x\qquad(x\to0),$$

so that $\theta_1\to C/(E_cb)$ for $b\ll a$. The screening length has dropped out. This is the small-angle form of Rutherford's law $\theta=2\arctan[C/(2E_cb)]$, and it still requires $C/(E_cb)\ll1$. For large $x$ the integrand is concentrated near $t=0$, where $\cosh t\simeq1+t^2/2$. The Gaussian integral gives

$$K_1(x)\simeq\sqrt{\frac{\pi}{2x}}\,e^{-x},\qquad \theta_1\simeq\frac1\varepsilon\sqrt{\frac{\pi a}{2b}}\,e^{-b/a}\qquad(b\gg a).$$

In this limit $r\simeq b+z^2/(2b)$, so the force along the path varies as $e^{-z^2/(2ab)}$. The encounter thus occupies a length of order $\sqrt{ab}$, and its duration is about $2\sqrt{ab}/v$.

To find how large the error is, we return to the full orbit. The angular momentum is $\mu vb$, and energy conservation reads

$$E_c=\frac{\mu\dot r^2}{2}+E_c\frac{b^2}{r^2}+V(r),\qquad
|\dot r|=v\sqrt{1-\frac{V}{E_c}-\frac{b^2}{r^2}} .$$

The polar angle changes at the rate $vb/r^2$. A straight path sweeps out the angle $\pi$, and repulsion reduces it. With $r_0$ the turning point,

$$\theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V/E_c-b^2/r^2}} .$$

Define $n(r)=\sqrt{1-V(r)/E_c}$ and $u=nr$. The square root becomes $\sqrt{u^2-b^2}/r$, and the turning point lies at $u=b$. Because $V$ decreases with $r$, $n$ increases, so $u$ increases monotonically along the outgoing orbit and can replace $r$ as the variable. From $\ln r=\ln u-\ln n$ we have $dr/r=du/u-d\ln n$. The first part gives

$$2b\int_b^\infty\frac{du}{u\sqrt{u^2-b^2}}=\pi,$$

which cancels the $\pi$ in $\theta$. What remains, still without approximation within classical two-body motion, is

$$\theta=2b\int_b^\infty\frac{d\ln n}{du}\,\frac{du}{\sqrt{u^2-b^2}} .$$

Now expand at fixed $u$. To second order in $1/E_c$,

$$\ln n=-\frac{V(r)}{2E_c}-\frac{V(r)^2}{4E_c^2},\qquad r=\frac un\simeq u+\frac{uV(u)}{2E_c},\qquad V(r)\simeq V(u)+\frac{uV(u)V'(u)}{2E_c}.$$

Inserting the last expression in the first gives

$$\ln n\simeq-\frac{V(u)}{2E_c}-\frac{V^2+uVV'}{4E_c^2}
=-\frac{V(u)}{2E_c}-\frac{1}{8E_c^2u}\frac{d(u^2V^2)}{du}.$$

Here $u^2V^2=C^2e^{-2u/a}$, whose derivative is $-(2C^2/a)e^{-2u/a}$. Hence

$$\ln n\simeq-\frac{1}{2E_c}\left[\frac Cu e^{-u/a}-\frac{C^2}{2E_ca}\frac{e^{-2u/a}}u\right].$$

The first term in the bracket contributes

$$-\frac b{E_c}\int_b^\infty\frac{V'(u)\,du}{\sqrt{u^2-b^2}} .$$

With $z=\sqrt{u^2-b^2}$ and $du/z=dz/u$, this is the straight-path impulse divided by $\mu v$, that is, $\theta_1$. The second term has the same form, with strength $C'=-C^2/(2E_ca)$ and range $a'=a/2$. Its contribution is

$$\theta_2=\frac{C'}{E_ca'}K_1\!\left(\frac b{a'}\right)=-\frac{K_1(2x)}{\varepsilon^2},
\qquad \theta=\frac{K_1(x)}\varepsilon-\frac{K_1(2x)}{\varepsilon^2}+O(\varepsilon^{-3})$$

at fixed $x>0$. The correction is negative: at this order the straight path overestimates the deflection. A numerical evaluation of the orbit integral confirms both coefficients. At $x=1$, the second-order coefficient extracted from it is $-0.13986$, against $-K_1(2)=-0.13987$.

The close limit offers a separate check. For $x\to0$ the two terms become $\theta\simeq(C/E_cb)[1-C/(2E_ca)]$. Near the target, $V\simeq C/r-C/a$, so the motion is Coulombic with the local energy $E_c+C/a$. Conservation of angular momentum changes the effective impact parameter to $b\sqrt{E_c/(E_c+C/a)}$. The Coulomb angle is then $C/[b\sqrt{E_c(E_c+C/a)}]$, which expands to the same expression. When $a\to\infty$ the correction disappears, as it must, since Rutherford's angle contains only odd powers of $C/(E_cb)$.

The relative size of the correction is

$$\left|\frac{\theta_2}{\theta_1}\right|=\frac{K_1(2x)}{\varepsilon K_1(x)}=\theta_1\frac{K_1(2x)}{K_1(x)^2}.$$

By the limiting forms above, the factor multiplying $\theta_1$ tends to $x/2$ for small $x$ and to $\sqrt{x/\pi}$ for large $x$. At large distance the condition is therefore $\theta_1\sqrt{b/(\pi a)}\ll1$, which is somewhat stricter than a small angle. The reason is that the force changes by a large fraction when the path is displaced by $a$, even if $b$ is much larger. At fixed $\theta_1$ this relative correction fades as $x\to0$, and the cubic term of Rutherford's law, of relative size $\theta_1^2/12$, can be the larger error.

The result also extends to other screening functions. The first-order impulse is linear in the potential, so if $V=(C/r)\sum_jc_je^{-d_jr/a_s}$, with numbers $c_j,d_j$ and a common length $a_s$, then

$$\theta_1=\frac{C}{E_ca_s}\sum_jc_jd_jK_1\!\left(\frac{d_jb}{a_s}\right).$$

The universal potential of Ziegler, Biersack and Littmark (ZBL) has this form with four exponentials. Its first-order deflection is then a sum of $K_1$ functions and is not proportional to a single $K_1(b/a)$.

The laboratory quantities follow by adding back the center-of-mass velocity $vM_1/(M_1+M_2)$. In the center-of-mass frame the projectile has speed $vM_2/(M_1+M_2)$, and so its laboratory angle $\psi$ obeys

$$\tan\psi=\frac{\sin\theta}{\cos\theta+M_1/M_2},\qquad \psi\simeq\frac{M_2}{M_1+M_2}\theta\quad(\theta\ll1).$$

The target receives momentum $2\mu v\sin(\theta/2)$ and hence the energy

$$T=\frac{[2\mu v\sin(\theta/2)]^2}{2M_2}=\frac{4M_1M_2}{(M_1+M_2)^2}E\sin^2\frac\theta2 .$$

For an example, let argon with $E=1000$ eV pass just outside a silicon surface atom at $b=0.15$ nm, as may happen in ion-beam milling at grazing incidence. We take $a=0.027$ nm, a model value chosen so that the deflection at this impact parameter is close to that in the ZBL potential. With masses 39.95 u and 28.085 u and $C=362.87$ eV nm,

$$E_c=\frac{28.085}{39.95+28.085}(1000\ \text{eV})=412.80\ \text{eV},$$

$$x=\frac{0.15}{0.027}=5.556,\qquad \varepsilon=\frac{412.80\times0.027}{362.87}=0.03072 .$$

Although $\varepsilon$ is far below one, the exponential decay of $K_1$ keeps the angle small:

$$\theta_1=\frac{0.002188}{0.03072}=0.0712\ \text{rad}=4.08^\circ,\qquad
\theta_2=-\frac{5.804\times10^{-6}}{(0.03072)^2}=-0.0062\ \text{rad}.$$

The sum is 0.0651 rad. The full classical angle in the same potential is 0.0657 rad, or $3.76^\circ$, and an independent integration of the two-body laboratory trajectory gives the same value. The first-order result is thus 8.5% above the full angle. The large-$x$ estimate of the relative correction, $0.0712\sqrt{5.556/\pi}=0.095$, is close to the computed ratio $|\theta_2|/\theta_1=0.086$. In the laboratory the full angle is 0.0271 rad. The recoil energy is about 1.0 eV, below a rough surface binding energy of 4.7 eV, so this single encounter does not supply enough energy to eject the atom.

At other impact parameters, with energy and $a$ held fixed, two different failures appear. At $b=0.10$ nm the first-order angle is 0.571 rad and the full angle 0.381 rad. The two-term result, 0.261 rad, is closer but still 31% too low, because the expansion is being used where its terms are not small. At $b=0.20$ nm the first-order and full angles, 0.0095 and 0.0094 rad, nearly coincide, but the full ZBL angle is 0.0179 rad. There the momentum approximation is good and the single exponential is a poor stand-in for ZBL. ZBL is itself an averaged fit; at these distances, where the potential is about 10 eV or less, the real Ar–Si interaction depends on the electronic state of the atoms, so ZBL serves here as a comparison and not as an exact reference. The close agreement with ZBL at 0.15 nm, 0.0657 against 0.0652 rad, reflects the choice of $a$ and is no evidence for a universal screening length.

At 100 eV, with $a$ and $b$ unchanged, $\theta_1$ would be ten times larger, 0.71 rad, and the approximation would fail. In a real surface at 300 K thermal displacement is a large neglected effect. A bulk Debye model with a rough Debye temperature of 540 K gives 0.0076 nm rms along one axis. In the single-exponential model, moving the atom by this amount toward or away from the path changes $\theta_1$ from 0.071 to 0.097 or 0.052 rad. The ZBL potential falls off more slowly at this distance, so its angle changes less. The thermal motion is nearly frozen during one encounter, since $2\sqrt{ab}/v=1.8$ fs while the Debye period is 89 fs.

The ion also meets other atoms. For an unreconstructed Si(100) surface with a rough lattice constant of 0.543 nm, atoms in a close-packed surface row are 0.384 nm apart. In the single-exponential model, 99.6% of the impulse from one atom falls within half this spacing on either side, so an ion travelling along the row receives separate, successive kicks, and $\theta$ describes one of them. If the row direction is the one with next-layer atoms directly beneath the row, such an atom is 0.136 nm farther from the path and adds about 4% of the top atom's kick in the first-order ZBL estimate. Electronic energy loss, from the Lindhard–Scharff formula at bulk density, is about 11 eV per row spacing, or 1% of the ion energy.

If the ion still carries one elementary charge, a perfect-conductor image force with its image plane through the surface atoms is 16 eV/nm, or 4% of the peak repulsive force. It acts for longer than the collision, however. Held constant over one row spacing, it gives an impulse of $16\times0.384/0.0695=88$ eV fs/nm, about 10% of the first-order $\Delta p=846$ eV fs/nm, and in the opposite direction. This estimate is sensitive to the position of the image plane, which in a real surface lies somewhat outside the atoms. With the plane half a layer spacing (0.068 nm) outside, the same formula gives 53 eV/nm and an impulse of about 35% of $\Delta p$, comparable to the thermal effect. So close to the surface the ideal image formula is itself only a rough guide. Finally, the quantum angular scale $\hbar/(\mu va)=0.0021$ rad is about 3% of the deflection. This ratio is the square of the relative blur: a wave packet of transverse width $\delta b$ leaves with $\delta\theta^2=(\delta b\,d\theta/db)^2+[\hbar/(2\mu v\,\delta b)]^2$, whose minimum, with $|d\theta/db|\approx\theta/a$, is $\delta\theta\approx\sqrt{\theta\hbar/(\mu va)}=0.012$ rad, about 18% of $\theta$. A classical angle is therefore meaningful here, but only to about that sharpness. Since $\theta_1$ falls exponentially with $b$ while this scale does not change, the classical description is lost at sufficiently large impact parameter. The remaining values are in the numerical output.

## Numbers as computed

```
Orbit-integral coefficients: x, first, K1(x), second, -K1(2x)
  0.5  1.65343  1.65644  -0.60192  -0.60191
  1.0  0.60121  0.60191  -0.13986  -0.13987
  2.0  0.13980  0.13987  -0.01248  -0.01248
Masses Ar, Si: 39.95, 28.085 u
Laboratory energy: 1000 eV
Center-of-mass energy E_c: 412.80 eV
Initial speed: 0.06950 nm/fs
Coulomb strength C: 362.87 eV nm
Screening length a: 0.027 nm; impact parameter b: 0.15 nm
x = b/a: 5.5556; reduced energy eps: 0.03072
K1(x): 0.002188; K1(2x): 5.8041e-06
Transverse impulse: 846.054 eV fs/nm
First-order angle: 0.07122 rad = 4.081 deg
Second-order term: -0.00615 rad
Second/first magnitude: 8.64 %
Full classical angle: 0.06566 rad = 3.762 deg
First-order excess over full: 8.47 %
Trajectory CM angle: 0.06566 rad
Laboratory angle, full: 0.02710 rad
Laboratory angle, first order: 0.02940 rad
Recoil energy, full: 1.045 eV
Recoil energy, first order: 1.230 eV
Rough surface binding energy: 4.7 eV
ZBL screening length: 0.01240 nm
b (nm): first, first+second, full, full ZBL angles (rad)
  0.10: 0.57146, 0.26088, 0.38051, 0.26836
  0.12: 0.24534, 0.18138, 0.19651, 0.15108
  0.15: 0.07122, 0.06507, 0.06566, 0.06515
  0.20: 0.00954, 0.00941, 0.00941, 0.01788
Target temperature: 300 K; Debye: 540 K
Thermal rms displacement per axis: 0.00761 nm
First-order angle at b - rms: 0.09721 rad
First-order angle at b + rms: 0.05226 rad
Lattice constant: 0.543 nm; row spacing: 0.384 nm
Layer spacing: 0.136 nm
Next-layer/top-atom ZBL kick: 3.93 %
Impulse within half a row spacing each side: 99.58 %
Electronic loss per row spacing: 10.55 eV
Electronic loss/laboratory energy: 1.06 %
Image force if charged: 16.00 eV/nm
Peak repulsive force: 408.7 eV/nm
Image/peak force: 3.91 %
Quantum angle hbar/(mu v a): 0.00205 rad
Collision time 2 sqrt(ab)/v: 1.831 fs
Debye vibration period: 88.9 fs
```
